# Interband Absorption of Light by a Two-Dimensional Massless Dirac Cone

## The problem

A flat, free-standing sheet in vacuum has two valleys, labelled $\tau=+1$ and $\tau=-1$. Near the band crossing of each valley the electrons obey

$$H_0=v\,(\tau\sigma_x k_x+\sigma_y k_y),$$

where $\mathbf k$ is measured from the crossing, $v$ is a constant velocity and $\sigma_x,\sigma_y$ are Pauli matrices acting on the two orbital components. Each valley occurs with two spin directions, so every state is $g=4$ fold degenerate. The lower cone is full and the upper cone is empty. Monochromatic light of frequency $\omega$ falls on the sheet at normal incidence.

1. Use the golden rule to find the power absorbed per unit area.
2. Divide by the incident intensity. How does the absorbed fraction depend on $\omega$, on $v$ and on the polarization?
3. Evaluate each intermediate quantity for $\hbar v=6$ eV Å, $\hbar\omega=2$ eV and a field amplitude of $10^{-4}$ V/Å. Repeat with the photon energy halved, and then with the velocity halved.

Take the electrons as non-interacting, the bands as linear at the energies $\pm\hbar\omega/2$ that the light connects, and the field as weak. Ignore intraband processes, and let the field acting on the electrons be the incident field. The algebra is in atomic units, $\hbar=e=m=4\pi\varepsilon_0=1$, in which $c=1/\alpha$ with $\alpha$ the fine-structure constant.

## Hints

**Hint 1.** The electron has charge $-1$, so the light enters through $\mathbf k\to\mathbf k+\mathbf A(t)$. Because $H_0$ is linear in $\mathbf k$, the coupling is linear in $\mathbf A$ and has no $A^2$ term.

**Hint 2.** Split the polarization vector into a part along $\mathbf k$ and a part across it. Which part can carry an electron from the lower to the upper cone?

**Hint 3.** The energy condition fixes $|\mathbf k|$ but not its direction. The sum over states therefore factorizes into an angular mean and a joint density of states.

**Hint 4.** Before inserting numbers, count the powers of $v$ and of $\omega$ in the squared coupling, in the joint density of states and in the photon energy.

## Full solution

### The coupling to the light

At normal incidence the field has the same phase everywhere on the sheet. It transfers no in-plane momentum, and each transition is vertical: $\mathbf k$ is conserved. Write the field as

$$\mathbf E(t)=\mathrm{Re}\left(E_0\,\mathbf e\,e^{-i\omega t}\right),\qquad |e_x|^2+|e_y|^2=1,$$

with $E_0$ real. A real $\mathbf e$ gives linear polarization, $\mathbf E=E_0\mathbf e\cos\omega t$, and $\mathbf e=(1,i)/\sqrt2$ gives circular polarization. Since $\mathbf E=-d\mathbf A/dt$,

$$\mathbf A(t)=\mathrm{Re}\left(\frac{E_0}{i\omega}\,\mathbf e\,e^{-i\omega t}\right).$$

To check the sign, note that $-d/dt$ multiplies $e^{-i\omega t}$ by $i\omega$, which cancels the denominator.

Replacing $\mathbf k$ by $\mathbf k+\mathbf A$ in $H_0$ adds

$$H'(t)=v\,(\tau A_x\sigma_x+A_y\sigma_y)=V e^{-i\omega t}+V^\dagger e^{i\omega t},$$

$$V=\frac{vE_0}{2i\omega}\,(\tau e_x\sigma_x+e_y\sigma_y).$$

The factor $1/2$ comes from taking the real part. The term with $e^{-i\omega t}$ raises the electron energy by $\omega$ and describes absorption.

### The matrix element

Let $\mathbf k=k(\cos\varphi,\sin\varphi)$, and define an angle $\chi$ by $\cos\chi=\tau\cos\varphi$ and $\sin\chi=\sin\varphi$. Then

$$H_0=vk\begin{pmatrix}0&e^{-i\chi}\\ e^{i\chi}&0\end{pmatrix},\qquad |\pm\rangle=\frac1{\sqrt2}\begin{pmatrix}1\\ \pm e^{i\chi}\end{pmatrix}.$$

Multiplying the matrix into the vectors confirms that the energies are $\pm vk$. The two Pauli matrices have the interband elements

$$\langle+|\sigma_x|-\rangle=\tfrac12\left(-e^{i\chi}+e^{-i\chi}\right)=-i\sin\chi,$$

$$\langle+|\sigma_y|-\rangle=\tfrac12\left(ie^{i\chi}+ie^{-i\chi}\right)=i\cos\chi.$$

The element needed is therefore

$$M=\langle+|\tau e_x\sigma_x+e_y\sigma_y|-\rangle=i\,(e_y\cos\chi-\tau e_x\sin\chi)=i\tau\,(e_y\cos\varphi-e_x\sin\varphi).$$

In the last step $\cos\chi=\tau\cos\varphi$ was used, and $\tau$ was taken out as a common factor. The bracket is the component of $\mathbf e$ perpendicular to $\mathbf k$. A vector potential along $\mathbf k$ changes the length of $\mathbf k$, which shifts the energies but leaves the eigenvectors as they are. A vector potential across $\mathbf k$ turns the direction of $\mathbf k$, and with it the eigenvectors, so it mixes the two cones.

The square is

$$|M|^2=|e_y|^2\cos^2\varphi+|e_x|^2\sin^2\varphi-2\,\mathrm{Re}(e_x^*e_y)\sin\varphi\cos\varphi.$$

Over a full circle $\cos^2\varphi$ and $\sin^2\varphi$ average to $1/2$, and $\sin\varphi\cos\varphi$ averages to zero. Hence

$$\overline{|M|^2}=\tfrac12\left(|e_x|^2+|e_y|^2\right)=\tfrac12$$

in both valleys and for every polarization. For linear polarization the individual transitions are strongly directional: electrons with $\mathbf k$ parallel to the field do not absorb. The isotropy of the cone removes this dependence from the sum.

### The golden rule

Let an electron start in the lower cone at time zero, and let $\Delta=2vk$ be its transition energy. To first order in the field, the absorbing term gives the upper state the amplitude

$$a(T)=-i\langle+|V|-\rangle\int_0^T e^{i(\Delta-\omega)t}\,dt,$$

and therefore the probability

$$|a(T)|^2=|\langle+|V|-\rangle|^2\,\frac{\sin^2[(\Delta-\omega)T/2]}{[(\Delta-\omega)/2]^2}.$$

As a function of $\Delta$, the last factor is a peak of width about $1/T$ and area $2\pi T$. When $T\gg1/\omega$ the peak is narrow compared with the scale $\omega$ on which the density of states varies, and it acts as $2\pi T\,\delta(\Delta-\omega)$. The term with $e^{i\omega t}$ oscillates at $\Delta+\omega$ and never comes into resonance, so its amplitude stays bounded, of order $|V|/\omega$. Its interference with the resonant term is smaller than the peak by about $1/(\omega T)$, and after the sum over states it adds nothing that grows with $T$. The remainder that does not grow with $T$ comes from the abrupt switching; it can increase logarithmically with the upper limit of the sum over $k$, and it does not enter the rate. The transition rate of one electron is thus

$$2\pi\,|\langle+|V|-\rangle|^2\,\delta(2vk-\omega)=2\pi\left(\frac{vE_0}{2\omega}\right)^2|M|^2\,\delta(2vk-\omega).$$

First order also requires $|a|^2\ll1$ at resonance, that is $T\ll1/|V|$. Both conditions can hold together if $vE_0/(2\omega)\ll\omega$, which is the meaning of a weak field here. For steady illumination over longer times, relaxation must return the electrons to the lower cone fast enough to prevent saturation.

### The sum over states

There are $g\,d^2k/(2\pi)^2$ states per unit area in the element $d^2k$. The delta function depends on $k$ alone, so the angular mean of $|M|^2$ separates from the joint density of states

$$J(\omega)=g\int\frac{d^2k}{(2\pi)^2}\,\delta(2vk-\omega)=\frac{g}{2\pi}\int_0^\infty k\,\delta(2vk-\omega)\,dk.$$

The delta function sets $k=\omega/(2v)$ and contributes a factor $1/(2v)$, because its argument changes by $2v$ per unit of $k$:

$$J(\omega)=\frac{g}{2\pi}\cdot\frac{\omega}{2v}\cdot\frac1{2v}=\frac{g\,\omega}{8\pi v^2}.$$

The number of transitions per unit time and area is

$$w=2\pi\left(\frac{vE_0}{2\omega}\right)^2\cdot\frac12\cdot\frac{g\,\omega}{8\pi v^2}=\frac{gE_0^2}{32\,\omega}.$$

The velocity has dropped out. A faster cone couples more strongly, as $v^2$, but has fewer states at the resonant energy, as $1/v^2$.

### The absorbed fraction

Each transition takes the energy $\omega$ from the light, so the absorbed power per area is

$$P=\omega w=\frac{gE_0^2}{32}.$$

The frequency has dropped out as well. The squared coupling brings $1/\omega^2$, the joint density of states brings $\omega$, and the photon energy brings another $\omega$.

The incident intensity is $c$ times the energy density of the wave. Electric and magnetic parts contribute equally, so the mean density is $\varepsilon_0\overline{E^2}$, with $\varepsilon_0=1/(4\pi)$ and $\overline{E^2}=E_0^2/2$:

$$I=\frac{cE_0^2}{8\pi}.$$

The absorbed fraction is

$$\frac PI=\frac{gE_0^2}{32}\cdot\frac{8\pi}{cE_0^2}=\frac{g\pi}{4c}=\frac{g}{4}\,\pi\alpha.$$

For $g=4$ this gives

$$\boxed{\frac PI=\pi\alpha=0.0229,\ \text{or }2.3\ \text{percent}.}$$

Within the stated assumptions the fraction does not depend on $\omega$, $v$ or the polarization.

The same result can be expressed as a sheet conductivity $\sigma$. A current $\sigma\mathbf E$ absorbs $\sigma\overline{E^2}=\sigma E_0^2/2$ per area, so $\sigma=g/16=1/4$. The atomic unit of sheet conductivity is $e^2/\hbar$, hence $\sigma=e^2/(4\hbar)=6.085\times10^{-5}$ S.

A dimensional argument shows why no other outcome was possible in this model. To lowest order $\sigma$ is $e^2/\hbar$ times a dimensionless number. The model supplies just $v$, a length per time, and $\omega$, an inverse time, and no dimensionless combination can be formed from these two. The number must be a constant. Any further energy scale, such as a gap, a temperature, a chemical potential or a band curvature, permits a dependence on frequency. For example, a nearest-neighbour honeycomb lattice with bond length 1.42 Å and the same $\hbar v=6$ eV Å (hopping 2.82 eV) has a conductivity above $e^2/(4\hbar)$ by about 1.4 percent at 1 eV and 6 percent at 2 eV. The numbers below belong to the strictly linear cone.

### Numbers

With units restored, the coupling strength is $\hbar v\,eE_0/(2\hbar\omega)$. For the first set of parameters:

- Resonant wave number: $k=2/(2\times6)=0.1667$ Å$^{-1}$.
- Coupling: $6\times10^{-4}/(2\times2)=1.5\times10^{-4}$ eV. This is far below the photon energy, as the golden rule requires. The field is weak in this sense only: it corresponds to $1.3\times10^5$ W/cm$^2$ incident and $3\times10^3$ W/cm$^2$ absorbed, which a wide free-standing sheet in vacuum could not shed by thermal radiation under steady illumination. The value suits a short pulse; the fraction found below does not depend on $E_0$.
- Joint density of states: $J=4\times2/(8\pi\times6^2)=8.842\times10^{-3}$ eV$^{-1}$ Å$^{-2}$.
- Transition rate: $w=(2\pi/\hbar)(1.5\times10^{-4}\ \text{eV})^2\times\tfrac12\times J=9.495\times10^5$ s$^{-1}$ Å$^{-2}$.
- Absorbed power: $2\times9.495\times10^5=1.899\times10^6$ eV s$^{-1}$ Å$^{-2}$.
- Incident intensity: $\tfrac12\varepsilon_0cE_0^2=8.284\times10^7$ eV s$^{-1}$ Å$^{-2}$.
- Absorbed fraction: $1.899\times10^6/(8.284\times10^7)=0.0229$.

The other two cases have the same incident intensity:

| Quantity | First case | $\hbar\omega=1$ eV | $\hbar v=3$ eV Å |
|---|---|---|---|
| Coupling ($10^{-4}$ eV) | 1.50 | 3.00 | 0.75 |
| $J$ ($10^{-3}$ eV$^{-1}$ Å$^{-2}$) | 8.84 | 4.42 | 35.37 |
| $w$ ($10^5$ s$^{-1}$ Å$^{-2}$) | 9.50 | 18.99 | 9.50 |
| $P$ ($10^6$ eV s$^{-1}$ Å$^{-2}$) | 1.899 | 1.899 | 1.899 |

Halving the photon energy doubles the coupling and halves $J$. The rate doubles, and twice as many photons of half the energy carry the same power. Halving the velocity halves the coupling and multiplies $J$ by four, which leaves the rate unchanged.

The numerical check also obtains the fraction without the golden rule. It propagates the two-component Schrödinger equation under a weak pulse and divides the absorbed energy by the incident energy per area. Since the predicted fraction is the same at every frequency, it should hold for the whole pulse. The propagation gives 0.02292 in all three cases, lower than $\pi\alpha$ by about $2\times10^{-4}$ of its value. The time step accounts for most of this deficit; about a tenth of it is a higher-order effect of the finite pulse amplitude. The vector potential is held constant during steps of length $0.05/\omega$, which multiplies a resonant amplitude by $\sin x/x$ with $x=0.025$, and so lowers the probability by the fraction $x^2/3\approx2\times10^{-4}$.

## Variation 1: a warm sheet

*The chemical potential stays at the crossing, but the temperature is $T$. What replaces the interband result?*

Let $f_-$ and $f_+$ be the Fermi occupations at the energies $-\omega/2$ and $+\omega/2$. Absorption needs a filled lower and an empty upper state. Stimulated emission needs the reverse and has the same squared matrix element, because it is driven by $V^\dagger$. The net rate is the earlier one multiplied by

$$f_-(1-f_+)-f_+(1-f_-)=f_--f_+.$$

With $y=\omega/(2k_BT)$, the occupations are $f_-=1/(e^{-y}+1)=e^y/(e^y+1)$ and $f_+=1/(e^y+1)$. Therefore

$$f_--f_+=\frac{e^y-1}{e^y+1}=\tanh\frac y2,\qquad \frac PI=\pi\alpha\,\tanh\frac{\hbar\omega}{4k_BT}.$$

At 300 K, $k_BT=0.02585$ eV. For a 2 eV photon the factor is 1.0000 to four decimals. For a 0.1 eV photon it is $\tanh[0.1/(4\times0.02585)]=0.747$, and the interband absorbed fraction falls to 1.71 percent. The result remains independent of $v$, but it is independent of frequency only for $\hbar\omega$ well above $4k_BT$: the factor is 0.85 at $\hbar\omega=5k_BT$ and 0.987 at $10k_BT$.

The factor $f_--f_+$ also covers a doped sheet. At zero temperature with chemical potential $\mu$, both states are filled or both are empty when $\hbar\omega<2|\mu|$, and interband absorption vanishes. For $\hbar\omega>2|\mu|$ it has its full value. In both situations there are mobile carriers, and with scattering they add intraband absorption, which is not included here.

## Variation 2: the field radiated by the sheet

*The current in the sheet radiates, so the field acting on the electrons is not quite the incident field. Correct the absorbed fraction for this.*

Let $r$ and $t$ be the reflected and transmitted field amplitudes relative to the incident one. The electric field is continuous across the sheet:

$$1+r=t.$$

The magnetic field jumps by the sheet current $\sigma tE_0$. In vacuum it equals the electric field divided by $Z_0=1/(\varepsilon_0c)=4\pi/c$, with opposite sign for the reflected wave. Hence

$$\frac{1-r-t}{Z_0}=\sigma t\quad\Longrightarrow\quad 1-r=t\,(1+Z_0\sigma).$$

Adding the two conditions gives $2=t\,(2+Z_0\sigma)$. With $Z_0\sigma=(4\pi/c)(1/4)=\pi\alpha$,

$$t=\frac1{1+\pi\alpha/2}.$$

The absorbed power is $\sigma t^2E_0^2/2$ and the incident intensity is $E_0^2/(2Z_0)$, so the absorbed fraction becomes

$$Z_0\sigma t^2=\frac{\pi\alpha}{(1+\pi\alpha/2)^2}=0.02241.$$

This is 2.24 percent. The value $\pi\alpha$ is thus the leading order in $\alpha$, and the correction lowers it by about 2 percent of itself. The reflected fraction is $r^2=(t-1)^2=1.28\times10^{-4}$ and the transmitted fraction is $t^2=0.9775$.

This calculation took $\sigma$ as real. For time dependence $e^{-i\omega t}$, the Kramers–Kronig relation gives the imaginary part as

$$\sigma''(\omega)=-\frac{2\omega}{\pi}\,\mathcal P\!\int_0^\infty\frac{\sigma'(s)}{s^2-\omega^2}\,ds.$$

Let $\sigma'$ be constant up to a cutoff frequency $\Lambda>\omega$ and zero above it. The integrand $1/(s^2-\omega^2)$ has the antiderivative $\frac1{2\omega}\ln\left|\frac{s-\omega}{s+\omega}\right|$. This vanishes at $s=0$, and its divergences on the two sides of $s=\omega$ cancel in the principal value. The upper limit then gives

$$\frac{\sigma''}{\sigma'}=\frac1\pi\ln\frac{\Lambda+\omega}{\Lambda-\omega},$$

which tends to zero for an unbounded cone. For a 2 eV photon and a cutoff of 20 eV the ratio is 0.064, and including it changes the absorbed fraction by about $5\times10^{-7}$ of its value. Treating $\sigma$ as real is therefore justified in this model.

## Table of computed values

```
pi*alpha = 0.022925 = 2.293 percent
field amplitude E0 = 1.0e-04 V/angstrom
incident intensity = 8.2838e+07 eV/(s angstrom^2)
case: hbar v = 6.0 eV angstrom, photon = 2.0 eV
  resonant k = 0.16667 1/angstrom
  coupling = 1.500e-04 eV
  joint DOS = 8.8419e-03 1/(eV angstrom^2)
  transition rate = 9.4954e+05 1/(s angstrom^2)
  absorbed power = 1.8991e+06 eV/(s angstrom^2)
  absorbed fraction, golden rule = 0.022925
  absorbed fraction, propagation = 0.022920
case: hbar v = 6.0 eV angstrom, photon = 1.0 eV
  resonant k = 0.08333 1/angstrom
  coupling = 3.000e-04 eV
  joint DOS = 4.4210e-03 1/(eV angstrom^2)
  transition rate = 1.8991e+06 1/(s angstrom^2)
  absorbed power = 1.8991e+06 eV/(s angstrom^2)
  absorbed fraction, golden rule = 0.022925
  absorbed fraction, propagation = 0.022920
case: hbar v = 3.0 eV angstrom, photon = 2.0 eV
  resonant k = 0.33333 1/angstrom
  coupling = 7.500e-05 eV
  joint DOS = 3.5368e-02 1/(eV angstrom^2)
  transition rate = 9.4954e+05 1/(s angstrom^2)
  absorbed power = 1.8991e+06 eV/(s angstrom^2)
  absorbed fraction, golden rule = 0.022925
  absorbed fraction, propagation = 0.022920
joint DOS by counting, first case = 8.8475e-03 1/(eV angstrom^2)
angular mean, linear x = 0.5000
angular mean, linear 40 deg = 0.5000
angular mean, circular = 0.5000
sheet conductivity e^2/(4 hbar) = 6.0853e-05 S
absorbed with local field, formula = 0.022409
absorbed with local field, thin slab = 0.022409
transmitted with local field = 0.977463
reflected with local field = 1.284e-04
Im/Re conductivity, 2 eV photon, cutoff 20 eV = 0.0639
relative change of absorption by it = -5.2e-07
kT at 300 K = 0.02585 eV
thermal factor at 2.0 eV = 1.0000, absorbed fraction = 0.022925
thermal factor at 0.1 eV = 0.7474, absorbed fraction = 0.017134
```
